# Leading nuclear-polarizability shift of muonic S levels, with muonic deuterium 2S: test program

```python
"""
Leading nuclear-polarizability shift of a muonic nS level (hbar = c = 1):
  dE = -(4 pi alpha^2/3) phi(0)^2 sum_N |<N|d|0>|^2 sqrt(2 m_r/omega_N)
alpha: fine-structure constant; phi(0)^2: muon contact density;
m_r: muon-nucleus reduced mass; omega_N: nuclear excitation energy;
d: nuclear dipole operator divided by e, from the nuclear centre of mass.
Deuteron model: separable S-wave force, bound state
u(r) = N (exp(-kappa r) - exp(-beta r)), free P waves.
Energies are in MeV and lengths in 1/MeV unless a name says otherwise.
The muon response is solved in muonic atomic units (m_r = alpha = 1).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.optimize import brentq


def const(name):
    return sc.physical_constants[name][0]


alpha = const("fine-structure constant")
m_mu = const("muon mass energy equivalent in MeV")
m_d = const("deuteron mass energy equivalent in MeV")
m_p = const("proton mass energy equivalent in MeV")
m_n = const("neutron mass energy equivalent in MeV")
hbarc = sc.hbar * sc.c / (sc.e * 1e6) * 1e15      # MeV fm
r_d_fm = const("deuteron rms charge radius") * 1e15
r_p_fm = const("proton rms charge radius") * 1e15

m_r = m_mu * m_d / (m_mu + m_d)
mu_np = m_p * m_n / (m_p + m_n)
binding = m_p + m_n - m_d
kappa = np.sqrt(2 * mu_np * binding)
proton_share = m_n / (m_p + m_n)                # R = proton_share * r
contact = (alpha * m_r)**3 / (8 * np.pi)        # 2S state, Z = 1
atomic_energy = m_r * alpha**2


# ---------- muon response from the radial differential equation ----------
def muon_response(omega, radial, charge, level_binding, r_max):
    """Trace integral of (r_i/r^3) G (r_i/r^3) for an S-state radial function.

    Logarithmic grid r = exp(x), P-wave response g(r) = sqrt(r) y(x).
    """
    x = np.linspace(np.log(1e-10), np.log(r_max), 20000)
    h = x[1] - x[0]
    r = np.exp(x)
    source = radial(r) * np.sqrt(r)
    bands = np.empty((3, x.size))
    bands[0] = bands[2] = -0.5 / h**2
    bands[1] = (1 / h**2 + 1.125 - charge * r
                + (omega + level_binding) * r**2)
    y = solve_banded((1, 1), bands, source)
    return h * np.sum(source * y)


def radial_1s(r):
    return 2 * np.exp(-r)


def radial_2s(r):
    return (1 - r / 2) * np.exp(-r / 2) / np.sqrt(2)


def coulomb_ratio(omega, radial=radial_2s, level_binding=0.125):
    """Full Coulomb response divided by the leading formula."""
    full = muon_response(omega, radial, 1.0, level_binding, 80.0)
    return full / (radial(0.0)**2 * np.sqrt(2 / omega))


# free muon and constant wave function: formula value is sqrt(2/omega)
free_errors = []
for w in (0.5, 1.0, 7.0):
    value = muon_response(w, np.ones_like, 0.0, 0.0, 1e6)
    free_errors.append(abs(value / np.sqrt(2 / w) - 1))
assert max(free_errors) < 1e-4

# bound muon: approach to the leading formula, with logarithmic correction
log_slopes = []
for radial, eb in ((radial_1s, 0.5), (radial_2s, 0.125)):
    ratios = [coulomb_ratio(w, radial, eb) for w in (1e3, 1e5, 1e7)]
    gaps = [1 - q for q in ratios]
    assert gaps[0] > gaps[1] > gaps[2] > 0 and gaps[2] < 0.006
    scaled = [gaps[1] * np.sqrt(2e5), gaps[2] * np.sqrt(2e7)]
    log_slopes.append((scaled[1] - scaled[0]) / np.log(100))
assert all(abs(s - 1) < 0.05 for s in log_slopes)


# ---------- dipole limit of the full Coulomb kernel ----------
def kernel_integrand(p, x):
    z = p * x
    if z < 1e-2:
        top = -x**2 / 6 * (1 - z**2 / 20)
    else:
        top = (np.sin(z) / z - 1) / p**2
    return top / (p**2 + 1)


kernel_ratios = {}
for x in (0.05, 0.3):
    total = sum(quad(kernel_integrand, a, b, args=(x,), limit=500,
                     epsabs=1e-12, epsrel=1e-9)[0]
                for a, b in ((0, 5), (5, 50), (50, 2000)))
    kernel_ratios[x] = total / (-np.pi * x**2 / 12)
    # the first omitted series term is x^3/120
    assert abs(kernel_ratios[x] - (1 - x / 4 + x**2 / 20)) < x**3 / 60 + 1e-6


# ---------- deuteron model ----------
def norm_squared(beta):
    return 2 * kappa * beta * (kappa + beta) / (beta - kappa)**2


def mean_r_squared(beta):
    return norm_squared(beta) * (2 / (2 * kappa)**3 - 4 / (kappa + beta)**3
                                 + 2 / (2 * beta)**3)


def fit_beta(structure_r2_fm2):
    target = structure_r2_fm2 / hbarc**2 / proton_share**2
    return brentq(lambda b: mean_r_squared(b) - target,
                  2 * kappa, 100 * kappa)


nodes, weights = np.polynomial.legendre.leggauss(100)
theta = (nodes + 1) * np.pi / 4
k_grid = kappa * np.tan(theta)
k_weight = weights * np.pi / 4 * kappa / np.cos(theta)**2
omega_grid = (k_grid**2 + kappa**2) / (2 * mu_np)


def strength(beta):
    """Quadrature weights times squared dipole elements on the k grid."""
    amplitude = 2 * k_grid**2 * (1 / (k_grid**2 + kappa**2)**2
                                 - 1 / (k_grid**2 + beta**2)**2)
    return (proton_share**2 * 2 / np.pi * norm_squared(beta)
            * amplitude**2 * k_weight)


def weighted_strength(beta):
    return np.sum(strength(beta) * np.sqrt(2 * m_r / omega_grid))


prefactor = -4 * np.pi * alpha**2 / 3 * contact * 1e9   # to meV
structure_r2 = r_d_fm**2 - r_p_fm**2
beta = fit_beta(structure_r2)
dipole_r2 = np.sum(strength(beta))
weighted = weighted_strength(beta)
shift = prefactor * weighted
zero_range = (proton_share**2 * 64 * np.sqrt(m_r * mu_np)
              / (35 * np.pi * kappa**3))

# box: bound state of the separable S-wave force
step = 0.05 / hbarc
r_box = step * np.arange(1, 1001)
off = -np.ones(r_box.size - 1) / step**2
form = np.exp(-beta * r_box)
h_s = (np.diag(2 / step**2 * np.ones(r_box.size))
       + np.diag(off, 1) + np.diag(off, -1)
       - 2 * beta * (beta + kappa)**2 * step * np.outer(form, form))
e_s, v_s = eigh(h_s, subset_by_index=[0, 0])
box_binding = -e_s[0] / (2 * mu_np)
u_model = np.sqrt(norm_squared(beta)) * (np.exp(-kappa * r_box) - form)
overlap = abs(np.sum(v_s[:, 0] * u_model) * np.sqrt(step))
assert abs(box_binding / binding - 1) < 0.01    # grid error of order step^2
assert abs(overlap - 1) < 1e-3

# box: explicit sum over P-wave states
k2_box, p_states = eigh_tridiagonal(2 / step**2 + 2 / r_box**2, off)
omega_box = (k2_box + kappa**2) / (2 * mu_np)


def box_sum(u):
    elements = p_states.T @ (r_box * u) * np.sqrt(step) * proton_share
    return np.sum(elements**2 * np.sqrt(2 * m_r / omega_box))


box_weighted = box_sum(u_model)
box_zero = box_sum(np.sqrt(2 * kappa) * np.exp(-kappa * r_box))
assert abs(box_weighted / weighted - 1) < 3e-3
assert abs(box_zero / zero_range - 1) < 5e-3
# completeness of the P waves against the direct mean square radius
assert abs(dipole_r2 / (proton_share**2 * mean_r_squared(beta)) - 1) < 1e-6

# Coulomb response of the muon folded with the nuclear strength
ratio_grid = np.array([coulomb_ratio(w / atomic_energy) for w in omega_grid])
shift_coulomb = prefactor * np.sum(
    strength(beta) * np.sqrt(2 * m_r / omega_grid) * ratio_grid)
mean_omega = 2 * m_r * (dipole_r2 / weighted)**2
mean_q = np.sqrt(2 * m_r * mean_omega)
low, high = [prefactor * weighted_strength(fit_beta(structure_r2 + c))
             for c in (-0.1, 0.1)]
assert -2.0 < shift < -1.8
assert abs(shift_coulomb) < abs(shift)

print(f"fine-structure constant           {alpha:.8f}")
print(f"muon-deuteron reduced mass        {m_r:.4f} MeV")
print(f"proton-neutron reduced mass       {mu_np:.4f} MeV")
print(f"deuteron binding energy           {binding:.4f} MeV")
print(f"deuteron charge radius            {r_d_fm:.4f} fm")
print(f"proton charge radius              {r_p_fm:.4f} fm")
print(f"squared structure radius          {structure_r2:.4f} fm^2")
print(f"proton share m_n/(m_n+m_p)         {proton_share:.5f}")
print(f"kappa                             {kappa / hbarc:.5f} fm^-1")
print(f"beta                              {beta / hbarc:.4f} fm^-1")
print(f"norm factor N^2/(2 kappa)         {norm_squared(beta)/2/kappa:.4f}")
print(f"2S contact density                {contact:.6f} MeV^3")
print(f"muonic atomic energy m_r alpha^2  {atomic_energy * 1e3:.4f} keV")
print(f"muonic Bohr radius                {hbarc / (alpha * m_r):.2f} fm")
print(f"total dipole strength             {dipole_r2*hbarc**2:.4f} fm^2")
print(f"weighted dipole strength          {weighted:.5e} MeV^-2")
print(f"mean excitation energy            {mean_omega:.3f} MeV")
print(f"virtual muon length 1/q           {hbarc / mean_q:.3f} fm")
print(f"q times rms dipole length         {mean_q*np.sqrt(dipole_r2):.4f}")
print(f"prefactor times MeV^-2            {prefactor:.4f} meV")
print(f"LEADING 2S SHIFT                  {shift:.4f} meV")
print(f"leading shift, zero range         {prefactor*zero_range:.4f} meV")
print(f"shift, squared radius -0.1 fm^2   {low:.4f} meV")
print(f"shift, squared radius +0.1 fm^2   {high:.4f} meV")
print(f"shift, full Coulomb response      {shift_coulomb:.4f} meV")
print(f"Coulomb correction                {shift_coulomb-shift:+.4f} meV")
print(f"free response, largest rel. error {max(free_errors):.1e}")
print(f"Coulomb log slope, 1S and 2S      "
      f"{log_slopes[0]:.4f} {log_slopes[1]:.4f}")
for w in (1e3, 1e5, 1e7):
    print(f"2S full/leading, omega={w:.0e} a.u. {coulomb_ratio(w):.5f}")
for x, value in kernel_ratios.items():
    print(f"full kernel/dipole at q rho={x:.2f}   {value:.6f}")
print(f"box binding energy                {box_binding:.4f} MeV")
print(f"box/model bound-state overlap     {overlap:.6f}")
print(f"box/continuum weighted strength   {box_weighted / weighted:.5f}")
print(f"box/closed form, zero range       {box_zero / zero_range:.5f}")
print("OK")
```

Output:

```
fine-structure constant           0.00729735
muon-deuteron reduced mass        100.0238 MeV
proton-neutron reduced mass       469.4592 MeV
deuteron binding energy           2.2246 MeV
deuteron charge radius            2.1278 fm
proton charge radius              0.8407 fm
squared structure radius          3.8206 fm^2
proton share m_n/(m_n+m_p)         0.50034
kappa                             0.23161 fm^-1
beta                              1.3363 fm^-1
norm factor N^2/(2 kappa)         1.7169
2S contact density                0.015473 MeV^3
muonic atomic energy m_r alpha^2  5.3264 keV
muonic Bohr radius                270.34 fm
total dipole strength             3.8206 fm^2
weighted dipole strength          5.54217e-04 MeV^-2
mean excitation energy            6.270 MeV
virtual muon length 1/q           5.572 fm
q times rms dipole length         0.3508
prefactor times MeV^-2            -3451.3181 meV
LEADING 2S SHIFT                  -1.9128 meV
leading shift, zero range         -1.1416 meV
shift, squared radius -0.1 fm^2   -1.8577 meV
shift, squared radius +0.1 fm^2   -1.9684 meV
shift, full Coulomb response      -1.6540 meV
Coulomb correction                +0.2588 meV
free response, largest rel. error 9.9e-07
Coulomb log slope, 1S and 2S      0.9975 0.9979
2S full/leading, omega=1e+03 a.u. 0.86389
2S full/leading, omega=1e+05 a.u. 0.97634
2S full/leading, omega=1e+07 a.u. 0.99661
full kernel/dipole at q rho=0.05   0.987624
full kernel/dipole at q rho=0.30   0.929284
box binding energy                2.2057 MeV
box/model bound-state overlap     0.999998
box/continuum weighted strength   1.00000
box/closed form, zero range       1.00000
OK
```
